# Hermitian Reduction of the Real Paired Response Problem and Its Normalization: a program that tests the result

```python
"""Paired response problem  A X + B Y = w X,  B X + A Y = -w Y  (A, B real symmetric).
Result under test: if A-B = L L^T is positive definite, w^2 are the eigenvalues of
the symmetric matrix C = L^T (A+B) L with orthonormal vectors Z; if A+B is positive
definite too, then for w > 0
    X+Y = w^(-1/2) L Z,   X-Y = w^(1/2) L^(-T) Z,   X^T X - Y^T Y = 1.
Symbols: H = [[A, B], [-B, -A]] full response matrix, metric = diag(1, -1),
S = X+Y, D = X-Y.  Molecules are treated with Hartree-Fock response in hartree units.
"""
import numpy as np
import scipy.linalg as sla
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def full_matrix(A, B):
    return np.block([[A, B], [-B, -A]])


def solve_paired(A, B, factor=None):
    """Hermitian reduction; columns of X and Y are the modes with w > 0."""
    L = np.linalg.cholesky(A - B) if factor is None else factor
    C = L.T @ (A + B) @ L
    w2, Z = np.linalg.eigh(C)
    assert w2.min() > 0
    w = np.sqrt(w2)
    S = L @ Z / np.sqrt(w)
    D = np.linalg.solve(L.T, Z) * np.sqrt(w)
    X, Y = (S + D) / 2, (S - D) / 2
    rows = np.argmax(np.abs(X), axis=0)
    sign = np.sign(X[rows, np.arange(len(w))])
    return w, X * sign, Y * sign, L, C, Z * sign


def check_solution(A, B, w, X, Y):
    """Compare with the defining equations and a general non-symmetric solver."""
    n = len(w)
    H = full_matrix(A, B)
    metric = np.diag(np.r_[np.ones(n), -np.ones(n)])
    U = np.block([[X, Y], [Y, X]])
    freq = np.r_[w, -w]
    assert np.allclose(H @ U, U * freq, atol=1e-8)
    assert np.allclose(U.T @ metric @ U, metric, atol=1e-8)
    assert np.allclose((X + Y) @ (X - Y).T, np.eye(n), atol=1e-8)
    direct = sla.eigvals(H)
    assert np.abs(direct.imag).max() < 1e-6
    assert np.allclose(np.sort(direct.real)[n:], w, atol=1e-6)


# ---------- two-dimensional example ----------
A2 = np.array([[6.0, 2.0], [2.0, 6.0]])
B2 = np.array([[2.0, 0.0], [0.0, 1.0]])
w2d, X2, Y2, L2, C2, Z2 = solve_paired(A2, B2)
check_solution(A2, B2, w2d, X2, Y2)
root = np.real(sla.sqrtm(A2 - B2))
w_r, X_r, Y_r = solve_paired(A2, B2, factor=root)[:3]
assert np.allclose(w_r, w2d) and np.allclose(X_r, X2) and np.allclose(Y_r, Y2)
MK = (A2 - B2) @ (A2 + B2)
assert not np.allclose(MK, MK.T)

print("Two-dimensional example (energies in arbitrary units)")
for name, mat in (("A", A2), ("B", B2), ("A-B", A2 - B2), ("A+B", A2 + B2),
                  ("(A-B)(A+B)", MK), ("L", L2), ("C", C2)):
    print(f"{name} rows:", "; ".join(" ".join(f"{x:.4f}" for x in r) for r in mat))
for k in range(2):
    print(f"mode {k+1}: w^2 = {w2d[k]**2:.5f}, w = {w2d[k]:.5f}")
    print(f"  Z = {Z2[0, k]:.5f} {Z2[1, k]:.5f}")
    print(f"  X = {X2[0, k]:.5f} {X2[1, k]:.5f}, Y = {Y2[0, k]:.5f} {Y2[1, k]:.5f}")
    print(f"  X.X = {X2[:, k] @ X2[:, k]:.5f}, Y.Y = {Y2[:, k] @ Y2[:, k]:.5f}")

# ---------- number of imaginary pairs equals number of negative eigenvalues of A+B ----------
for trial in range(20):
    n = 6
    G = rng.normal(size=(n, n))
    M = G @ G.T + np.eye(n)
    K = rng.normal(size=(n, n))
    K = K + K.T
    negatives = int(np.sum(np.linalg.eigvalsh(K) < 0))
    L = np.linalg.cholesky(M)
    assert int(np.sum(np.linalg.eigvalsh(L.T @ K @ L) < 0)) == negatives
    values = sla.eigvals(full_matrix((K + M) / 2, (K - M) / 2))
    assert int(np.sum(np.abs(values.imag) > 1e-6)) == 2 * negatives

# ---------- zero mode, exact arithmetic ----------
A0 = sp.Matrix([[2, 1], [1, 2]])
B0 = sp.Matrix([[-1, 0], [0, -1]])
H0 = sp.Matrix(sp.BlockMatrix([[A0, B0], [-B0, -A0]]))
ranks = [(H0**p).rank() for p in (1, 2, 3)]
null = H0.nullspace()
assert ranks == [3, 2, 2] and len(null) == 1
zero_norm = (null[0].T * sp.diag(1, 1, -1, -1) * null[0])[0]
assert zero_norm == 0
print("Zero-mode example: ranks of H, H^2, H^3 =", *ranks)
print("  zero vector (X1 X2 Y1 Y2) =", *null[0], ", indefinite norm =", zero_norm)


# ---------- Hartree-Fock response matrices ----------
def run_rhf(mol, field=0.0):
    mf = scf.RHF(mol)
    mf.verbose = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
    hcore = mf.get_hcore() + field * mol.intor("int1e_r")[2]
    mf.get_hcore = lambda *args: hcore
    mf.kernel()
    assert mf.converged
    return mf


def response_matrices(mf, triplet=False):
    C = mf.mo_coeff
    nmo = C.shape[1]
    no = mf.mol.nelectron // 2
    eri = ao2mo.restore(1, ao2mo.kernel(mf.mol, C), nmo)
    gap = (mf.mo_energy[None, no:] - mf.mo_energy[:no, None]).ravel()
    n = gap.size
    ovov = eri[:no, no:, :no, no:]
    direct = eri[:no, :no, no:, no:].transpose(0, 2, 1, 3)
    crossed = ovov.transpose(0, 3, 2, 1)
    weight = 0.0 if triplet else 2.0
    A = np.diag(gap) + (weight * ovov - direct).reshape(n, n)
    B = (weight * ovov - crossed).reshape(n, n)
    return A, B, eri, no


mol = gto.M(atom="Li 0 0 0; H 0 0 1.6", basis="6-31g", verbose=0)
mf = run_rhf(mol)
A, B, eri, no = response_matrices(mf)
w, X, Y = solve_paired(A, B)[:3]
check_solution(A, B, w, X, Y)
assert np.diff(w).min() < 1e-6  # degenerate levels are really present

# Energy curvature under real and imaginary orbital rotations
h_mo = mf.mo_coeff.T @ mf.get_hcore() @ mf.mo_coeff
nmo = h_mo.shape[0]


def determinant_energy(kappa):
    """Closed-shell energy (without nuclei) after rotating occupied into virtual."""
    gen = np.zeros((nmo, nmo), complex)
    gen[no:, :no] = kappa.T
    gen[:no, no:] = -kappa.conj()
    occ = sla.expm(gen)[:, :no]
    P = occ @ occ.conj().T
    coulomb = np.einsum("pqrs,qp,sr->", eri, P, P, optimize=True)
    exchange = np.einsum("pqrs,sp,qr->", eri, P, P, optimize=True)
    return (2 * np.trace(h_mo @ P) + 2 * coulomb - exchange).real


step = 0.003
for phase, matrix in ((1.0, A + B), (1.0j, A - B)):
    for trial in range(3):
        v = rng.normal(size=len(w))
        v /= np.linalg.norm(v)
        k = phase * step * v.reshape(no, nmo - no)
        curvature = (determinant_energy(k) + determinant_energy(-k)
                     - 2 * determinant_energy(0 * k)) / step**2
        # finite-difference error is of relative order step^2 times quartic terms
        assert abs(curvature / (4 * v @ matrix @ v) - 1) < 1e-3

# Static polarizability: recovered vectors against finite electric field
z_ao = mol.intor("int1e_r")[2]
z_ov = (mf.mo_coeff[:, :no].T @ z_ao @ mf.mo_coeff[:, no:]).ravel()
terms = 4 * (z_ov @ (X + Y))**2 / w
alpha = terms.sum()
alpha_linear = 4 * z_ov @ np.linalg.solve(A + B, z_ov)
euclid = np.sum(X**2 + Y**2, axis=0)
alpha_wrong = np.sum(terms / euclid)
F = 1e-4
dipoles = [-np.sum(run_rhf(mol, f).make_rdm1() * z_ao) for f in (F, -F)]
alpha_field = (dipoles[0] - dipoles[1]) / (2 * F)
assert abs(alpha - alpha_linear) < 1e-7
assert abs(alpha - alpha_field) < 3e-3  # cubic response to the field remains
assert abs(alpha_wrong - alpha_field) > 1e-2

print("LiH, 1.6 angstrom, RHF/6-31G, singlet response")
print(f"dimension N = {len(w)}, RHF energy = {mf.e_tot:.6f} hartree")
print(f"lowest eigenvalue of A-B = {np.linalg.eigvalsh(A - B)[0]:.6f} hartree")
print(f"lowest eigenvalue of A+B = {np.linalg.eigvalsh(A + B)[0]:.6f} hartree")
for k in range(4):
    print(f"mode {k+1}: w = {w[k]:.6f} hartree, X.X = {X[:, k] @ X[:, k]:.6f}, "
          f"Y.Y = {Y[:, k] @ Y[:, k]:.6f}")
print(f"lowest w = {w[0] * HARTREE_EV:.4f} eV")
print(f"alpha_zz, indefinite normalization = {alpha:.4f} a.u.")
print(f"alpha_zz, finite field of {F:.0e} a.u. = {alpha_field:.4f} a.u.")
print(f"alpha_zz, Euclidean normalization  = {alpha_wrong:.4f} a.u.")

# ---------- stretched H2: A-B positive, A+B not ----------
h2 = gto.M(atom="H 0 0 0; H 0 0 1.6", basis="6-31g", verbose=0)
rhf = run_rhf(h2)
At, Bt = response_matrices(rhf, triplet=True)[:2]
Lt = np.linalg.cholesky(At - Bt)
w2t = np.linalg.eigvalsh(Lt.T @ (At + Bt) @ Lt)
K_eig = np.linalg.eigvalsh(At + Bt)
assert np.sum(w2t < 0) == np.sum(K_eig < 0) == 1
values, vectors = sla.eig(full_matrix(At, Bt))
top = np.argmax(values.imag)
gamma = np.sqrt(-w2t[0])
assert abs(values[top] - 1j * gamma) < 1e-7
u = vectors[:, top]
n = len(w2t)
norm_imag = np.vdot(u[:n], u[:n]).real - np.vdot(u[n:], u[n:]).real
assert abs(norm_imag) < 1e-8
uhf = scf.UHF(h2)
uhf.verbose = 0
guess = np.zeros((2, h2.nao, h2.nao))
guess[0, 0, 0] = 1.0
guess[1, h2.nao // 2, h2.nao // 2] = 1.0
uhf.kernel(dm0=guess)
assert uhf.converged and uhf.e_tot < rhf.e_tot - 1e-4

print("H2, 1.6 angstrom, RHF/6-31G, triplet response")
print(f"lowest eigenvalue of A-B = {np.linalg.eigvalsh(At - Bt)[0]:.6f} hartree")
print(f"lowest eigenvalue of A+B = {K_eig[0]:.6f} hartree")
print(f"lowest w^2 = {w2t[0]:.6f} hartree^2, gamma = {gamma:.6f} hartree")
print(f"RHF energy = {rhf.e_tot:.6f} hartree, UHF energy = {uhf.e_tot:.6f} hartree")

print("no test failed")
```

It prints:

```
Two-dimensional example (energies in arbitrary units)
A rows: 6.0000 2.0000; 2.0000 6.0000
B rows: 2.0000 0.0000; 0.0000 1.0000
A-B rows: 4.0000 2.0000; 2.0000 5.0000
A+B rows: 8.0000 2.0000; 2.0000 7.0000
(A-B)(A+B) rows: 36.0000 22.0000; 26.0000 39.0000
L rows: 2.0000 0.0000; 1.0000 2.0000
C rows: 47.0000 22.0000; 22.0000 28.0000
mode 1: w^2 = 13.53649, w = 3.67920
  Z = 0.54935 -0.83559
  X = 0.75017 -0.69313, Y = -0.17738 0.10826
  X.X = 1.04318, Y.Y = 0.04318
mode 2: w^2 = 61.46351, w = 7.83987
  Z = 0.83559 0.54935
  X = 0.69107 0.72995, Y = -0.09421 -0.03913
  X.X = 1.01041, Y.Y = 0.01041
Zero-mode example: ranks of H, H^2, H^3 = 3 2 2
  zero vector (X1 X2 Y1 Y2) = -1 1 -1 1 , indefinite norm = 0
LiH, 1.6 angstrom, RHF/6-31G, singlet response
dimension N = 18, RHF energy = -7.979322 hartree
lowest eigenvalue of A-B = 0.138565 hartree
lowest eigenvalue of A+B = 0.160580 hartree
mode 1: w = 0.150671 hartree, X.X = 1.003372, Y.Y = 0.003372
mode 2: w = 0.191743 hartree, X.X = 1.001667, Y.Y = 0.001667
mode 3: w = 0.191743 hartree, X.X = 1.001667, Y.Y = 0.001667
mode 4: w = 0.279014 hartree, X.X = 1.004116, Y.Y = 0.004116
lowest w = 4.1000 eV
alpha_zz, indefinite normalization = 17.1857 a.u.
alpha_zz, finite field of 1e-04 a.u. = 17.1858 a.u.
alpha_zz, Euclidean normalization  = 17.0377 a.u.
H2, 1.6 angstrom, RHF/6-31G, triplet response
lowest eigenvalue of A-B = 0.175264 hartree
lowest eigenvalue of A+B = -0.145808 hartree
lowest w^2 = -0.025929 hartree^2, gamma = 0.161026 hartree
RHF energy = -0.979470 hartree, UHF energy = -1.012584 hartree
no test failed
```
